# Voltage harmonics of a Schottky varactor driven by sinusoidal current

## The problem

A metal contact lies at $x=0$ on an n-type semiconductor layer of thickness $L$, permittivity $\varepsilon$ and uniform density $N$ of ionized donors. Electrons are absent from $0<x<w$, the depletion layer. Beyond $w$ they neutralize the donors, and the field there is neglected at first. The problem is one-dimensional, and all charges and currents are per unit area.

A circuit forces the current density
$$J(t)=J_1\cos\theta,\qquad \theta=\omega t,$$
through the diode. Current and field are counted positive when they point toward the metal. No electrons cross the contact, and the layer stays depleted throughout the cycle.

1. Find the depletion charge $Q(t)$.
2. Show that the voltage contains a dc part, a fundamental and a second harmonic, and no other component. Find their amplitudes.
3. State the range of drive for which this holds. What changes if the voltage, rather than the current, is sinusoidal?
4. Evaluate the result for $N=10^{17}\ \mathrm{cm^{-3}}$, $L=300$ nm, relative permittivity 12.9 and frequency 100 GHz, when the depletion width swings by 80 nm about a mean of 200 nm.

## Hints

**Hint 1.** The total current, conduction plus displacement, is the same at every $x$. Which of the two flows at the contact?

**Hint 2.** Gauss's law gives a field that varies linearly with $x$. The voltage is the area under it.

**Hint 3.** Express the voltage through $Q$ rather than seeking $Q$ as a function of voltage. What power of $Q$ appears?

## Full solution

### 1. The charge

No electrons cross the contact, so the current there is entirely displacement current. Let $F$ be the field component toward the metal. Since the field vanishes beyond $w$, Gauss's law gives $\varepsilon F(0)=Q$, with $Q=qNw$ the positive donor charge. Therefore
$$\frac{dQ}{dt}=J_1\cos\omega t .$$
The sign is consistent: a wider layer requires electrons to move away from the metal, which is a conventional current toward it. Integration gives
$$Q=Q_0+Q_1\sin\theta,\qquad Q_1=\frac{J_1}{\omega}.$$
The constant $Q_0$ is not determined by the alternating current. The dc bias sets it.

### 2. The voltage

The donor charge makes the field toward the metal decrease with distance from the contact:
$$\frac{dF}{dx}=-\frac{qN}{\varepsilon},\qquad F(w)=0
\quad\Longrightarrow\quad F(x)=\frac{qN}{\varepsilon}(w-x).$$
The voltage across the layer, called the band bending $\varphi$, is
$$\varphi=\int_0^w F\,dx=\frac{qN}{\varepsilon}\left(w^2-\frac{w^2}{2}\right)=\frac{qNw^2}{2\varepsilon}=\frac{Q^2}{2qN\varepsilon},$$
where the last step uses $w=Q/(qN)$. Inserting the charge,
$$\varphi=\frac{Q_0^2+2Q_0Q_1\sin\theta+Q_1^2\sin^2\theta}{2qN\varepsilon}.$$
With $\sin^2\theta=\tfrac12(1-\cos2\theta)$ this becomes
$$\boxed{\varphi=V_0+V_1\sin\theta-V_2\cos2\theta},$$
$$V_0=\frac{Q_0^2+Q_1^2/2}{2qN\varepsilon},\qquad V_1=\frac{Q_0Q_1}{qN\varepsilon},\qquad V_2=\frac{Q_1^2}{4qN\varepsilon}.$$
This is an identity within the depletion approximation, not an expansion for small drive. A quadratic function of one sinusoid cannot contain a harmonic above the second.

The reverse voltage at the terminals is $V_R=\varphi-V_{bi}$, where $V_{bi}$ is the built-in voltage. Subtracting a constant changes the dc part alone.

Let $w_0=Q_0/(qN)$ and $w_1=Q_1/(qN)$. Then
$$V_1=\frac{w_0}{\varepsilon}Q_1=\frac{J_1}{\omega C},\quad C=\frac{\varepsilon}{w_0};\qquad \frac{V_2}{V_1}=\frac{Q_1}{4Q_0}=\frac{w_1}{4w_0}.$$
The fundamental voltage is that of a fixed capacitor of thickness $w_0$, even at large drive. It lags the current by a quarter period. The products of $\cos\theta$ with $1$, $\sin\theta$ and $\cos2\theta$ all average to zero over a cycle, so the diode absorbs no mean power, as a lossless capacitor must.

The dc part also depends on the drive. At fixed $Q_0$ it rises by $Q_1^2/(4qN\varepsilon)=V_2$. If the dc bias is held fixed instead, the mean width must shrink. Let $w_{dc}$ be the width without drive at the same bias. Equating the two dc band bendings gives
$$w_{dc}^2=w_0^2+\frac{w_1^2}{2}.$$

### 3. The range of validity

The layer must neither vanish nor reach the end of the doped region:
$$w_1<w_0,\qquad w_0+w_1<L.$$
These conditions belong to the idealized model. In a real diode the assumption that no electrons cross the contact fails earlier, once the minimum band bending becomes small enough for forward current to flow (see below). The first condition implies $V_2/V_1<1/4$. In the limit $w_1\to w_0$, the components approach $V_0:V_1:V_2=3:4:1$. At fixed $Q_0$, $V_1$ is proportional to $J_1$ and $V_2$ to $J_1^2$ throughout the allowed range.

The edge of the layer is not perfectly sharp, because mobile electrons spread into it. Let $u(x)$ be the potential drop between the neutral bulk and $x$, and let $V_t=k_BT/q$. With Boltzmann electrons,
$$\frac{d^2u}{dx^2}=\frac{qN}{\varepsilon}\left(1-e^{-u/V_t}\right).$$
Multiply by $2\,du/dx$ and integrate from the bulk, where $u$ and $du/dx$ vanish, to the contact, where $u=\varphi$ and $|du/dx|=Q/\varepsilon$:
$$Q^2=2qN\varepsilon\left[\varphi-V_t\left(1-e^{-\varphi/V_t}\right)\right].$$
For $\varphi\gg V_t$ the exponential is negligible and $\varphi=Q^2/(2qN\varepsilon)+V_t$. The tail then adds a constant and leaves the harmonics alone. This fails when the layer nearly collapses. Suppose the swing is raised from 80 to 190 nm, in a layer made thicker than 390 nm to hold it. Only 10 nm then remains at the minimum, and the same Poisson equation gives a third harmonic of 1.6 mV. That calculation omits forward conduction, which is no longer small there. For a 0.90 eV barrier and $w_0=200$ nm the diode is forward biased at the minimum once the swing exceeds about 90 nm. A thermionic estimate of the peak forward current gives about $5\times10^{-4}$ of $J_1$ at a swing of 150 nm, 0.03 at 170 nm and 0.4 at 190 nm, where about 20 % of $Q_1$ crosses the contact in each cycle. The figure of 1.6 mV and the limit $3:4:1$ therefore describe the electrostatics alone, not such a diode.

The result also depends on what is prescribed. If $\varphi=V_0+V_1\sin\theta$ is imposed, with $V_1<V_0$, the charge is
$$Q=\sqrt{2qN\varepsilon\,(V_0+V_1\sin\theta)}.$$
The square root is not a polynomial in $\sin\theta$. For the values of $V_0$ and $V_1$ found below, the second and third harmonics of the current are 0.216 and 0.071 of its fundamental.

### 4. The numbers

The charges are $Q_0=qNw_0=0.3204\ \mathrm{\mu C/cm^2}$ and $Q_1=qNw_1=0.1282\ \mathrm{\mu C/cm^2}$. The current amplitude is
$$J_1=2\pi(10^{11}\ \mathrm{s^{-1}})(0.1282\ \mathrm{\mu C/cm^2})\approx80.5\ \mathrm{kA/cm^2}.$$
The capacitance at the mean width is $0.5711\ \mathrm{fF/\mu m^2}=5.711\times10^{-8}\ \mathrm{F/cm^2}$, so
$$V_1=\frac{Q_1}{C}=\frac{0.1282\times10^{-6}}{5.711\times10^{-8}}\ \mathrm V\approx2.24\ \mathrm V,$$
$$V_2=\frac{80}{4\times200}\,V_1\approx0.224\ \mathrm V.$$
Without drive, at the same $Q_0$, the band bending would be $Q_0/(2C)=2.805$ V. The drive raises its mean to $V_0=2.805+0.224\approx3.03$ V.

The extremes occur at $\sin\theta=\pm1$, where $\cos2\theta=-1$:
$$\varphi_{\max}=V_0+V_1+V_2\approx5.50\ \mathrm V,\qquad \varphi_{\min}=V_0-V_1+V_2\approx1.01\ \mathrm V.$$
The minimum is about 39 times $V_t=25.85$ mV at 300 K, so the exponential in the tail correction is negligible.

For a barrier of 0.90 eV the built-in voltage is 0.862 V, because, in Boltzmann statistics, the Fermi level in the neutral bulk lies 0.038 eV below the conduction band. Including the constant $V_t$, the required dc reverse bias is $3.030+0.026-0.862\approx2.19$ V. The reverse voltage stays positive, with a minimum of 0.17 V. Without drive, the same bias would give a width of $\sqrt{200^2+80^2/2}\approx208$ nm.

### The model beside a real device

The example has the scale of a GaAs varactor for millimetre-wave frequency multiplication. Its material parameters are rough typical values. The peak field is 0.39 MV/cm. With rough ionization rates, taken equal for electrons and holes, the ionization integral at maximum width is about 0.12, while breakdown requires 1. In a thicker layer of the same doping, breakdown is estimated at 0.61 MV/cm and a band bending of 13 V, where the depletion width would be about 435 nm. Calculated leakage at peak voltage, including tunnelling and image-force lowering of the barrier, is of order $10^{-11}$ of $J_1$. Edge and defect leakage are left out. Degeneracy raises the built-in voltage by about 2 mV and the tail constant by about 1 mV, so the required dc bias falls by about 1 mV.

At maximum width, 20 nm of the layer remains undepleted. The electron tail has the length $\sqrt{\varepsilon V_t/(qN)}\approx14$ nm, so a heavily doped substrate could disturb it near that point. The tail calculation above assumes that the uniform doping continues. If the doping instead steps up at $L$ to between $10^{18}$ and $3\times10^{18}\ \mathrm{cm^{-3}}$, the Poisson equation gives a third harmonic of roughly 1 to 2 mV, still small beside $V_2$.

A working doubler breaks a more important assumption: it must carry current at $2\omega$ to deliver power there. Add $Q_2\sin(2\theta+\alpha)$ to the charge. Squaring $Q$ produces the cross term
$$\frac{Q_1Q_2}{qN\varepsilon}\sin\theta\sin(2\theta+\alpha)
=\frac{Q_1Q_2}{2qN\varepsilon}\left[\cos(\theta+\alpha)-\cos(3\theta+\alpha)\right].$$
The third-harmonic voltage therefore has amplitude $V_1Q_2/(2Q_0)$. If the current at $2\omega$ is one fifth of $J_1$, then $Q_2=0.1Q_1=0.04Q_0$, and at fixed $Q_0$ and $Q_1$ this amplitude is about 45 mV. The square of the added term also produces a component at $4\omega$.

## Variation A: field in the undepleted layer

**Question.** The undepleted electrons have mobility $\mu$ and effective mass $m^*$. Does their response create a third harmonic?

**Solution.** Let $F_n$ be the uniform field in the undepleted layer and $v$ the electron velocity away from the metal. Then
$$m^*\frac{dv}{dt}=qF_n-\frac{qv}{\mu},\qquad J=\varepsilon\frac{dF_n}{dt}+qNv,\qquad \frac{dw}{dt}=v.$$
These equations are linear with constant coefficients. After transients have decayed, a sinusoidal $J$ makes $F_n$ and $v$ sinusoidal with zero mean, and $w$ oscillates sinusoidally about $w_0$. The field in the depletion layer is $F_n+qN(w-x)/\varepsilon$, so
$$\varphi=F_nL+\frac{qNw^2}{2\varepsilon}.$$
The first term contributes at the fundamental. The second is again the square of a constant plus one sinusoid. The three-component result survives, with altered amplitudes and phases.

For the resistive part, use $\varepsilon F_n+qNw=Q$ to eliminate $w$:
$$\varphi=\frac{(Q-\varepsilon F_n)^2}{2qN\varepsilon}+F_nL
=\frac{Q^2}{2qN\varepsilon}+F_n\left(L-\frac{Q}{qN}\right)+\frac{\varepsilon F_n^2}{2qN}.$$
The middle term is nearly the drop across an undepleted layer of varying thickness, since $Q/(qN)$ differs from $w$ only by the small length $\varepsilon F_n/(qN)$. For $\mu=4500\ \mathrm{cm^2/(V\,s)}$ the ohmic field amplitude is 1.117 kV/cm. Over the mean thickness of 100 nm it drops about 11.2 mV in phase with the current. The full linear solution, with $m^*=0.067$ electron masses, also gives 11.2 mV. It changes $|V_1|$ by about 1 mV and $|V_2|$ by about 0.5 mV.

Linearity fails when the velocity saturates. The peak edge velocity is $\omega w_1=5.0\times10^6$ cm/s. For the model law $v=\mu F_n/\sqrt{1+(\mu F_n/v_s)^2}$ with $v_s=2\times10^7$ cm/s, a quasi-static estimate gives a third harmonic of 0.09 mV. This law omits the velocity peak of real GaAs, so the figure indicates scale only.

## Variation B: slow traps

**Question.** Emptied traps add a static positive charge density $fqN$ between the contact and a plane $x_s$. Which voltage components change if the depletion edge never reaches $x_s$? Keep $Q_0$ and $Q_1$ fixed.

**Solution.** The total charge is now $Q=qN(w+fx_s)$, so
$$w=\bar w+w_1\sin\theta,\qquad \bar w=w_0-fx_s.$$
Since $F(w)=0$, integration by parts gives $\varphi=-\int_0^w x\,(dF/dx)\,dx$. Each charge is thus weighted by its distance from the contact:
$$\varphi=\frac{qN}{\varepsilon}\left(\int_0^w x\,dx+f\int_0^{x_s}x\,dx\right)
=\frac{qN}{2\varepsilon}\left(w^2+fx_s^2\right).$$
The trap term is constant, and $w^2$ is still quadratic in one sinusoid. The fundamental becomes $qN\bar ww_1/\varepsilon$, the dc part changes, and $V_2=qNw_1^2/(4\varepsilon)$ does not. Uniform charge density is therefore needed only in the region swept by the edge.

To see the size of the effect, take a fixed charge with $f=0.02$ and $x_s=100$ nm. Then $\bar w=198$ nm. The fundamental falls by 1 %, from 2.244 to 2.222 V, while $V_2$ stays at 0.224 V. If the same fixed charge extends to 200 nm, into the swept region, a third harmonic appears: 0.74 mV for a sharp depletion edge, or about 0.65 mV when the electron tail is included. A 10 % rise of doping across $L$, without traps, gives 0.83 mV.

Deep levels emit electrons far too slowly to follow the signal. With a rough depth of 0.8 eV and capture cross-section of $10^{-13}\ \mathrm{cm^2}$, thermal emission proceeds at about 0.07 per second. The probability of emission in one 10 ps period is about $7\times10^{-13}$. Capture is much faster wherever electrons are present, so a trap reached by the depletion edge or its electron tail fills and then stays filled. Only traps far enough from the edge, toward the metal, can remain empty and form a static charge. This also requires hole emission, which refills a trap with an electron from the valence band, to be slower than electron emission. That holds only if the trap's capture cross-section for holes is small enough, as is assumed here. Capture balances emission where the trap level meets the bulk Fermi level, at $u\approx0.80-0.04=0.76$ V. This lies $\sqrt{2\varepsilon(u-V_t)/(qN)}\approx100$ nm from the edge. With a minimum width of 120 nm, this leaves roughly 20 nm next to the contact: about 18 nm for the electron density at minimum width, and about 23 nm for the density averaged over the cycle, which is what such slow traps respond to. Even there, electrons tunnelling from the metal or leaking over the barrier can refill the traps. The larger $x_s$ used above therefore describes fixed charge of another origin. After the drive or bias changes, emission can take many seconds to restore a steady occupation. If the dc bias is held fixed, the mean width and the fundamental voltage drift meanwhile. Field-enhanced emission, neglected here, would shorten that time.

The numerical output below lists the values used. Its near-collapse and breakdown lines assume that the uniform doping continues beyond $L$, and its lines on trap planes treat the trap charge as fixed.

## Table of computed values

```
T = 300 K, eps_r = 12.9, m*/m_e = 0.067, barrier = 0.90 eV
N = 1.0e+17 cm^-3, L = 300 nm, mobility = 4500 cm2/Vs
frequency = 100 GHz, thermal voltage = 25.85 mV
mean width w0 = 200 nm, amplitude w1 = 80 nm
width range = 120 to 280 nm
Q0 = 0.3204 uC/cm2, Q1 = 0.1282 uC/cm2
current amplitude J1 = 80.53 kA/cm2
capacitance at w0 = 0.5711 fF/um2
band bending dc V0 = 3.0299 V; without drive at same Q0 = 2.8054 V
fundamental V1 = 2.2444 V, second harmonic V2 = 0.2244 V
V2/V1 = 0.1000
undriven width at the same dc bias = 207.85 nm
largest error of formulas against field integration = 3.0e-08 V
built-in voltage = 0.8620 V, dc reverse voltage = 2.1938 V
depletion band bending: min 1.0100 V, max 5.4987 V
reverse voltage: min 0.1738 V, max 4.6625 V
electron tail: dc shift = 25.85 mV
electron tail: harmonics 3-12, numerical residue = 4.0e-16 V
near collapse, w1 = 190 nm: third harmonic = 1.597 mV
omega*scattering time = 0.1077, omega*dielectric time = 0.00995
with undepleted layer: |V1| = 2.2433 V, |V2| = 0.2249 V
with undepleted layer: in-phase part of V1 = 11.19 mV
with undepleted layer: harmonics 3-12, residue = 8.4e-16 V
peak edge velocity = 5.03e+06 cm/s, ohmic field = 1.117 kV/cm
velocity scale = 2.0e+07 cm/s: third harmonic = 0.094 mV
trap charge fraction = 0.02, planes at 100 and 200 nm
trap plane inside w_min: V1 = 2.2219 V, V2 = 0.2244 V
trap plane inside w_min: harmonics 3-12, residue = 2.0e-09 V
trap plane in mid-sweep: third harmonic = 0.742 mV
trap depth 0.8 eV, section 1e-13 cm2: emission = 7.14e-02 /s
trap emission probability per period = 7.1e-13
doping rise of 10 % across L: third harmonic = 0.827 mV
voltage drive: current harmonics I2/I1 = 0.2157, I3/I1 = 0.0707
peak field = 0.393 MV/cm, ionisation integral = 0.118
estimated breakdown: field 0.610 MV/cm, band bending 13.28 V
image-force lowering at peak field = 66.2 meV
peak leakage: tunnelling 7.0e-07, over barrier 7.1e-09 A/cm2
total leakage / J1 = 8.7e-12
N/Nc = 0.230, degeneracy dc shift about 1.05 mV
```
